\section*{Following a Hartree-Fock Instability to a Lower Solution}

\section{Definitions and the question}

Consider a determinant with real orthonormal orbitals and fixed numbers of spin-up and spin-down electrons. For each spin $\sigma=\alpha,\beta$ the coefficient matrix is $C^\sigma=(C_o^\sigma\;C_v^\sigma)$, with occupied columns $i,j$ and virtual columns $a,b$. The density matrix is $D^\sigma=C_o^\sigma C_o^{\sigma T}$. Hartree atomic units are used, with bond lengths in angstrom. With $(pq|rs)$ the repulsion between the charge distributions $pq$ and $rs$, define
\begin{align}
J_{pq}[D]&=\sum_{rs}(pq|rs)D_{rs},\qquad
K_{pq}[D]=\sum_{rs}(pr|qs)D_{rs},\\
G^\sigma[D]&=J[D^\alpha+D^\beta]-K[D^\sigma],\qquad F^\sigma=h+G^\sigma[D].
\end{align}
The unrestricted Hartree-Fock (UHF) energy is
\begin{equation}
E=E_{\rm nuc}+\sum_\sigma \mathrm{tr}(D^\sigma h)
+\tfrac12\sum_\sigma \mathrm{tr}(D^\sigma G^\sigma[D]).
\label{energy}
\end{equation}

Subscripts on $F$ denote blocks in the orbital basis, for example $F_{vo}=C_v^TFC_o$. A self-consistent solution has $F^\sigma_{vo}=0$. This makes the energy stationary, which is compatible with a minimum, a saddle or a maximum. The task is to decide which, and to leave the point if it is not a minimum.

\section{Why repeating the calculation does not help}

Suppose the solution is a closed-shell (RHF) one, with $D^\alpha=D^\beta$. The obvious attempt is to restart an unrestricted calculation from it. But equal densities give equal Fock matrices, and equal Fock matrices with the same occupation rule give equal new densities. The iteration has no means of making the spins differ.

A Newton step also fails. It is $-H^{-1}g$, where $g$ is the energy gradient and $H$ the Hessian, and it vanishes because $g=0$. The information needed is in the curvature, so a second-order expansion is required.

\section{Moving without losing orthonormality}

Mixing virtual orbitals into occupied ones by $C_o\to C_o+C_vx$ gives the overlap matrix $1+x^Tx$, which is not the unit matrix. An energy evaluated with such orbitals is not that of a normalized determinant. The remedy is a rotation,
\begin{equation}
C\to C\,e^{K},\qquad
K=\begin{pmatrix}0&-x^T\\x&0\end{pmatrix},
\end{equation}
with one matrix $x^\sigma$ for each spin. Since $K^T=-K$, $e^K$ is orthogonal. Occupied-occupied and virtual-virtual rotations are omitted because they leave $D$ unchanged.

Squaring $K$ gives the diagonal blocks $-x^Tx$ and $-xx^T$. The occupied columns therefore become
\begin{equation}
C_o'=C_o+C_vx-\tfrac12C_ox^Tx+O(x^3).
\end{equation}
Multiplying by the transpose and collecting orders, $D'=D+D_1+D_2+O(x^3)$, where
\begin{align}
D_1&=C_vxC_o^T+C_ox^TC_v^T,\\
D_2&=C_vxx^TC_v^T-C_ox^TxC_o^T.
\end{align}
The last term has coefficient one because it arises twice with coefficient one half. It removes from the occupied space the charge that the first term of $D_2$ places in the virtual space.

\section{Gradient and curvature from Fock-like builds}

For real orbitals, the permutation symmetries of the integrals give $\sum_\sigma\mathrm{tr}(A^\sigma G^\sigma[B])=\sum_\sigma\mathrm{tr}(B^\sigma G^\sigma[A])$. Since (\ref{energy}) is quadratic in $D$, a change $\Delta$ gives, without truncation,
\begin{equation}
E[D+\Delta]-E[D]=\sum_\sigma\mathrm{tr}(F^\sigma\Delta^\sigma)
+\tfrac12\sum_\sigma\mathrm{tr}(\Delta^\sigma G^\sigma[\Delta]).
\end{equation}
The two cross terms, each with factor one half, have combined with $h$ to form $F$.

To first order $\Delta=D_1$. Each of its two terms contributes $\sum_{ai}F_{ai}x_{ai}$, so
\begin{equation}
g^\sigma=2F^\sigma_{vo}.
\end{equation}
To second order, $D_2$ enters the linear term and $D_1$ the quadratic one:
\begin{align}
E_2=\sum_\sigma\Big[&\mathrm{tr}(x^TF_{vv}x)-\mathrm{tr}(xF_{oo}x^T)\nonumber\\
&+\mathrm{tr}\big(x^TC_v^TG[D_1]C_o\big)\Big]^\sigma .
\end{align}
In the last term the prefactor one half cancels against the two equal contributions of $D_1$.

Let a dot denote the sum over $a$, $i$ and spin. The expansion defining the Hessian is $E=E_0+g\cdot x+\tfrac12x\cdot Hx+\dots$. Here $E_2=x\cdot Mx$ with $M$ symmetric, so $H=2M$ and
\begin{equation}
(Hx)^\sigma=2\big[F_{vv}x-xF_{oo}+C_v^TG[D_1]C_o\big]^\sigma .
\label{product}
\end{equation}

The matrix $D_1$ is used as if it were a density. The contraction is the one that builds a Fock matrix, so existing Coulomb and exchange code suffices. The derivation did not use $F_{vo}=0$; (\ref{product}) is also the second derivative at zero rotation away from a solution. At a spin-polarized, nonstationary point, the numerical check obtains the same curvature, 12.30391 hartree, from (\ref{product}) and from energy differences.

Inserting $D_1$ shows the individual elements. The Coulomb part is $J_{ai}=2\sum(ai|bj)x_{bj}$, summed over both spins. The exchange part is $K_{ai}=\sum[(ab|ij)+(aj|bi)]x_{bj}$, for the same spin. Hence
\begin{align}
H^{\sigma\sigma}_{ai,bj}&=2(F_{ab}\delta_{ij}-F_{ij}\delta_{ab})+4(ai|bj)\nonumber\\
&\quad-2(ab|ij)-2(aj|bi),\\
H^{\alpha\beta}_{ai,bj}&=4(ai|bj).
\end{align}
Storing this matrix takes memory proportional to the square of the number of occupied-virtual pairs, and full diagonalization takes time proportional to its cube. Only the lowest eigenpair is needed here, and (\ref{product}) supplies $Hx$ without the matrix.

\section{What a negative root means for a closed shell}

At an RHF point both spins have the same orbitals, so the Hessian has equal diagonal blocks $A$ and equal off-diagonal blocks $B$. Acting on $(y,\pm y)$ it gives $((A\pm B)y,\pm(A\pm B)y)$. The roots separate into singlet ones, from $A+B$, and triplet ones, from $A-B$. The Coulomb term $4(ai|bj)$ of $A$ is doubled in the singlet block and cancelled in the triplet block:
\begin{equation}
(A+B)-(A-B)=2B=8(ai|bj).
\end{equation}
The quadratic form of this difference is a positive multiple of the electrostatic self-energy of the charge distribution $\sum y_{ai}\phi_a\phi_i$, so it is not negative. By the variational principle for eigenvalues, the lowest triplet root cannot lie above the lowest singlet root. Physically, a triplet rotation leaves the total charge unchanged to first order and pays no Coulomb price. It gains exchange energy at the cost of orbital energy.

Along a triplet vector, reversing the sign of the step exchanges the two spin densities. The energy is invariant under that exchange, so $E(s)=E(-s)$. The two descents lead to mirror-image determinants with opposite spin polarization.

\section{Finding the lowest root}

Davidson iteration keeps an orthonormal set of trial vectors as the columns of $Q$, together with $HQ$. Diagonalizing the small matrix $Q^THQ$ gives a lowest value $\lambda$ and a vector $v$ of unit norm, with residual $r=Hv-\lambda v$. If $v+t$ is to be an eigenvector and the change in $\lambda$ is neglected, then $(H-\lambda)t=-r$. Taken exactly, this equation gives nothing new: since $r=(H-\lambda)v$, its solution is $t=-v$, which already lies in the span of $Q$. It becomes useful when $H$ on the left is replaced by its orbital-energy diagonal. The resulting vector is cheap, in general has a component outside that span, and weights most strongly the components of $r$ whose diagonal element lies close to $\lambda$:
\begin{equation}
t_{ai}=-\frac{r_{ai}}{d_{ai}-\lambda},\qquad d_{ai}=2(F_{aa}-F_{ii}).
\end{equation}
Denominators below 0.1 hartree are raised to that value. The correction is orthogonalized to $Q$, normalized and appended. The approximation in $t$ affects the speed of convergence, not the eigenvalue equation, which is judged by $r$.

A small residual is not enough to identify the \emph{lowest} root. Expanding $v=\sum_kc_ku_k$ in eigenvectors of $H$ with roots $\lambda_k$,
\begin{equation}
|r|^2=\sum_kc_k^2(\lambda_k-\lambda)^2\ge\min_k(\lambda_k-\lambda)^2 .
\end{equation}
Thus some root lies within $|r|$ of $\lambda$, but it may be any root. The variational principle adds that $\lambda$ is never below the lowest root. A negative $\lambda$ therefore proves instability even before convergence, whereas a positive $\lambda$ does not by itself prove stability.

Symmetry makes this a practical danger. From a start vector $(y,y)$ at an RHF point, both $H$ and the division by $d-\lambda$ produce vectors of the same form. Apart from rounding, the triplet space is never entered. Spatial symmetry can confine the search in the same way. The start vector should therefore be a random one, with components in every symmetry species. This removes the confinement but is not a proof that the lowest root is found; for the small example below, full diagonalization confirms it.

\section{How far to go}

Let $x$ now be the unit eigenvector, normalized over both spins, and let $K$ be built from it. Near the stationary point
\begin{equation}
E(s)=E_0+\tfrac12\lambda s^2+O(s^3).
\end{equation}
With $\lambda<0$ this model falls without limit and cannot supply a step length. The true energy must be searched.

The slope is available at the cost of one Fock build. Since $K$ commutes with itself,
\begin{equation}
Ce^{(s+\delta)K}=\big(Ce^{sK}\big)e^{\delta K}.
\end{equation}
A further step $\delta$ is thus a rotation of the \emph{current} orbitals with the same amplitudes $x$, and
\begin{equation}
\frac{dE}{ds}=g(s)\cdot x,
\end{equation}
where $g(s)=2F_{vo}$ is evaluated in the orbitals $Ce^{sK}$. The slope is negative for small positive $s$. One steps outward until it is positive and then solves for the zero in between. Such a zero exists: the angles of the orthogonal matrix $e^{sK}$ all return arbitrarily close to their starting values at some later $s$, so the energy must rise again. A finite scanning step could jump over a narrow minimum, so the energy at the zero should be checked.

The geometry follows from the singular value decomposition $x^\sigma=U\Sigma V^T$, taking at least as many virtual as occupied orbitals so that $V$ is square and orthogonal. On each pair of singular vectors, $K$ sends the occupied member to $\Sigma_k$ times the virtual one, and the virtual member to $-\Sigma_k$ times the occupied one. This is a plane rotation, so
\begin{equation}
C_o(s)=\big[C_oV\cos(s\Sigma)+C_vU\sin(s\Sigma)\big]V^T .
\end{equation}
Each occupied orbital combination turns towards one virtual partner through the angle $s\Sigma_k$.

\section{Why the line minimum is not the answer}

At the line minimum $g\cdot x=0$. This is one condition, while a solution requires every component of $g$ to vanish. The eigenvector describes the best initial direction; after a finite rotation the other orbitals have not yet responded to the new field. A full descent must follow.

An ordinary self-consistent iteration may be used for it, but nothing in its construction guarantees that the energy falls. An alternative that reuses the Davidson routine takes the lowest eigenpair of an augmented matrix:
\begin{equation}
\begin{pmatrix}0&g^T\\g&H\end{pmatrix}
\begin{pmatrix}v_0\\v\end{pmatrix}
=\mu\begin{pmatrix}v_0\\v\end{pmatrix}.
\end{equation}
For $v_0\ne0$, put $z=v/v_0$. The two rows become
\begin{equation}
g\cdot z=\mu,\qquad (H-\mu)z=-g .
\end{equation}
The second is a Newton equation with a shift. To see the sign of $\mu$, insert the trial vector $(1,-\epsilon g)$. Its quadratic form is $-2\epsilon|g|^2+\epsilon^2g\cdot Hg$, which is negative for small positive $\epsilon$ when $g\ne0$. The lowest eigenvalue is therefore negative, and the first row shows that $z$ points downhill. Close to a minimum with positive $H$, $\mu$ tends to zero and the step becomes the Newton step.

If $v_0=0$, the rows give $g\cdot v=0$ and $Hv=\mu v$. Then $v$ is a direction of negative curvature, which lowers the energy at second order. In practice the step norm is capped, here at 0.4, and the step is halved until the energy does not rise beyond a rounding allowance.

This descent can itself stop at a saddle. A Hessian eigenvector $v$ of another symmetry species is orthogonal to $g$, so $(0,v)$ is an eigenvector of the augmented matrix with the Hessian root as eigenvalue. It is the lowest one only if that root lies below the eigenvalue coupled to the gradient. A large gradient can therefore hide it. As the descent approaches a point that is a minimum within the symmetric space, the coupled eigenvalue tends to zero, and the exact lowest eigenpair would then show the negative curvature through the case $v_0=0$. But the Davidson search is started here from $(1,0)$ and the scaled gradient. The gradient has the symmetry of the current determinant. If the orbitals are adapted to that symmetry, the division by the diagonal respects it as well, and this search, like the spin-symmetric start above, stays within that symmetry apart from rounding and does not see negative curvature in another species. The descent also stops on the size of the gradient alone. The Hessian must be tested again at the new point. The complete scheme is:
\begin{enumerate}
\item Find $(\lambda,x)$ by Davidson iteration from a start vector without symmetry.
\item If $\lambda$ is not negative beyond the numerical tolerance, stop.
\item Rotate along $x$ to the line minimum.
\item Descend until the whole gradient vanishes, then return to the first item.
\end{enumerate}

\section{Stretched nitrogen}

Take N$_2$ at 1.5 angstrom in the cc-pVDZ basis. There are 28 basis functions, with 7 occupied and 21 virtual orbitals per spin, so the Hessian has dimension $2\times7\times21=294$. The energy of the RHF solution with the full symmetry of the molecule is $-108.677514$ hartree. It is not the lowest closed-shell solution: a symmetry-broken one, reached along the negative singlet root given below, lies 0.041 eV lower. All energy differences quoted here refer to the symmetric solution. An unrestricted calculation restarted from the RHF density returns to this energy.

Davidson iteration from a random vector finds $\lambda=-0.465960$ hartree with 22 Fock-like builds; forming the matrix column by column would take 294. Full diagonalization gives the same root. There are seven negative roots in all, so this RHF solution is a saddle with seven independent descending directions. The eigenvector is of triplet type, as the Coulomb argument requires.

A spin-symmetric start converges instead to $-0.035746$ hartree, the lowest singlet root. Here it still reports an instability, but one with a curvature thirteen times smaller. Where the lowest singlet root is positive and the lowest triplet root negative, the same start would wrongly report stability.

The energy along the triplet vector, compared with the quadratic model, is as follows.
\begin{center}
\begin{tabular}{ccc}
$s$ (rad) & $E(s)-E_0$ (hartree) & $\tfrac12\lambda s^2$ (hartree)\\
0.1 & $-0.00232$ & $-0.00233$\\
0.2 & $-0.00912$ & $-0.00932$\\
0.4 & $-0.03408$ & $-0.03728$\\
0.8 & $-0.10127$ & $-0.14911$
\end{tabular}
\end{center}
The model is good at small angles and overestimates the gain by almost half at $s=0.8$.

The line minimum lies at $s=1.0825$. The two largest alpha amplitudes are both 0.4958, so the corresponding orbital pairs turn through
\begin{equation}
1.0825\times0.4958=0.537\ \text{rad}=30.8^\circ .
\end{equation}
The next largest angle is $5.2^\circ$. Two equal leading amplitudes are what a symmetric combination of the two $\pi\to\pi^*$ rotations would give. Labelling the orbitals by symmetry bears this out: the two leading pairs are $\pi_u\to\pi_g$ with equal sign, and the third is $\sigma_g\to\sigma_u$.

The energy there is $-108.801745$ hartree, but the gradient norm is still 0.219 hartree. Four descent steps bring the energy to $-108.811921$ hartree. The total lowering is
\begin{equation}
-108.677514-(-108.811921)=0.134407\ \text{hartree}=3.657\ \text{eV},
\end{equation}
of which the line search alone had missed 7.6 percent. These numbers belong to the cc-pVDZ basis. In cc-pVTZ the lowest root is $-0.459$ hartree and the lowering is 0.1329 hartree (3.62 eV, smaller by 0.04 eV), while the count of seven negative roots is unchanged.

At the new solution the lowest root is $+0.3295$ hartree. One round has removed all seven negative roots, although only one eigenvector was followed. A separate self-consistent calculation started from the final density keeps the same energy. Another, started from atoms with antiparallel spins, also arrives at it. This agreement supports the result but does not establish a global minimum.

\section{What has been gained, and its limits}

The lower determinant has a Mulliken spin population of magnitude 2.13 electrons on the first atom, a number that depends on this way of dividing the density between atoms (the L\"owdin value is 1.97) and on the basis (2.11 in cc-pVTZ); its sign is arbitrary, by the mirror symmetry of the two descents. With equal numbers of the two spins,
\begin{equation}
\langle S^2\rangle=N_\beta-\sum_{ij}\big|\langle\phi_i^\alpha|\phi_j^\beta\rangle\big|^2 ,
\end{equation}
where $N_\beta$ is the number of spin-down electrons. This is 0 for RHF and 1.68 here. If three orbitals of each spin were fully localized on opposite atoms and the other four remained paired, the sum would be 4 and $\langle S^2\rangle$ would be $7-4=3$. The solution is part of the way to that limit. It has a lower energy but is no longer a pure singlet, so the energy gain should not be read as an improvement in every property.

The instability depends on the bond length. The lowest root of the RHF solution is $0.284$, $0.080$, $-0.092$ and $-0.237$ hartree at 1.0, 1.1, 1.2 and 1.3 angstrom. In this basis it changes sign between 1.1 and 1.2 angstrom; in cc-pVTZ the roots at these two lengths are $0.077$ and $-0.093$ hartree, so the interval is the same. At such a crossing $\lambda=0$, and higher derivatives decide whether the point is a minimum.

A zero root can also have a harmless origin. If a determinant breaks a continuous spatial symmetry, turning it as a whole costs no energy and gives a zero root. The stopping rule must therefore allow zero within tolerance. In the example, following the second root, $-0.3257$ hartree, in place of the lowest leads to a solution at $-108.754154$ hartree with one zero root and no negative one. It passes the stopping rule, yet lies above the solution found earlier.

Finally, the test covers real rotations within each spin. Complex orbitals, or orbitals mixing the two spins, open further directions with Hessians of their own. Even within the real UHF space, non-negative curvature is a local statement: a lower solution may exist beyond an energy barrier, where no eigenvector of the present Hessian need lead.

\section*{Computed results}
\begin{verbatim}
N2, cc-pVDZ, bond length 1.5 angstrom
basis functions 28, occupied per spin 7, virtual per spin 21
Hessian dimension 294
RHF energy -108.67751384 hartree, gradient norm 3.5e-09 hartree
test curvature: contraction 12.3039117, energy differences 12.3039117 hartree
lowest root: Davidson -0.46595988, dense -0.46595988 hartree
Fock-like builds used by Davidson 22
four lowest dense roots -0.465960 -0.325678 -0.325678 -0.035746 hartree
number of negative roots at RHF 7
root found from spin-symmetric start -0.03574560 hartree
largest alpha rotation amplitudes of unit eigenvector 0.4958 0.4958 0.0841 0.0291
UHF restarted from RHF density -108.67751384 hartree
s = 0.1 rad: E(s)-E(0) = -0.0023170, quadratic model -0.0023298 hartree
s = 0.2 rad: E(s)-E(0) = -0.0091158, quadratic model -0.0093192 hartree
s = 0.4 rad: E(s)-E(0) = -0.0340777, quadratic model -0.0372768 hartree
s = 0.8 rad: E(s)-E(0) = -0.1012739, quadratic model -0.1491072 hartree
alpha rotation angles at first line minimum 30.75 30.75 5.22 1.80 degrees
round 1: line minimum s = 1.08250 rad, E = -108.80174468 hartree
round 1: gradient norm there 0.21902 hartree
round 1: after 4 descent steps E = -108.81192111 hartree
round 1: new lowest root 0.32947139 hartree
final UHF energy -108.81192111, separate SCF -108.81192111 hartree
lowering from RHF 0.13440727 hartree = 3.6574 eV
share of lowering still missing after last line search 7.57 percent
<S^2>: RHF 0.00000, UHF 1.67779
Mulliken spin population on first atom -2.1257 electrons
UHF from antiparallel atomic guess -108.81192111 hartree, converged True
bond 1.0 angstrom: lowest RHF root 0.284343 hartree
bond 1.1 angstrom: lowest RHF root 0.079501 hartree
bond 1.2 angstrom: lowest RHF root -0.092083 hartree
bond 1.3 angstrom: lowest RHF root -0.236987 hartree
\end{verbatim}
